\section*{Grain-boundary energy driving silicide-polysilicon layer inversion}

\section*{Problem}

A metal silicide film lies on fine-grained polysilicon. On annealing, silicon can dissolve into the silicide, diffuse through it and regrow there as larger crystals, while the silicide moves into the space that the polysilicon leaves. If this goes to completion, the two layers have changed places. The chemical composition of each phase is the same before and after, so the energy that favours the exchange has to come from the structure of the film: grain boundaries, other interfaces, strain, or defects inside the grains. The grain boundaries are treated first.

The polysilicon has a mean grain intercept $L=50$ nm and an area-averaged grain-boundary energy $\gamma=0.5\ \mathrm{J/m^2}$. The intercept is defined by laying straight test lines through the film, with the same total length inside the polysilicon for every direction, and dividing their total length inside the polysilicon by the number of grain boundaries they cross. Film surfaces do not count as crossings. The polysilicon is 100 nm thick, the silicide 50 nm, and the anneal temperature is $T=900$ K.

\begin{enumerate}
\item[(a)] Find the grain-boundary energy per silicon atom that is released when the polysilicon is converted to silicon without boundaries. How does it change if the regrown silicon has a finite intercept $L_1$?
\item[(b)] How does the answer change if the grains are columnar and $L$ is measured along lines in the film plane, or if 50 nm is the edge of cubic grains?
\item[(c)] By what factor does this energy raise the concentration of dissolved silicon in the silicide next to the polysilicon?
\item[(d)] How large must a silicon crystal inside the silicide be in order to grow, if the silicon-silicide interface energy is $\sigma=0.5\ \mathrm{J/m^2}$?
\item[(e)] Which neglected effects matter most?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Energy per atom}

\textit{Energy balance.} Let $S$ be the grain-boundary area per volume of the polysilicon and $S_1$ that of the regrown silicon. At fixed temperature and pressure the relevant energy is the Gibbs energy, and $\gamma$ is its excess per boundary area. For a volume $V$ of silicon,
\begin{equation}
G_{\rm before}=V g_{\rm bulk}+\gamma S V,\qquad
G_{\rm after}=V g_{\rm bulk}+\gamma S_1 V .
\end{equation}
The bulk term is the same in both. The energy released per volume, counted positive when it favours the exchange, is therefore
\begin{equation}
g=\frac{G_{\rm before}-G_{\rm after}}{V}=\gamma\,(S-S_1).
\label{eq:g}
\end{equation}
Interfaces of the silicon with other materials, strain and changes within the silicide are left out here and partly estimated in (e).

\textit{From intercept to area.} Take a set of parallel test lines, with $\rho$ lines per unit area perpendicular to them. Their total length in the volume $V$ is $\rho V$. A boundary patch of area $dA$, whose normal makes an angle $\theta$ with the lines, presents the projected area $|\cos\theta|\,dA$ to them and is hit $\rho|\cos\theta|\,dA$ times. The number of crossings per length is thus
\begin{equation}
\frac{1}{\rho V}\int \rho\,|\cos\theta|\,dA=\frac1V\int|\cos\theta|\,dA .
\end{equation}
Now average over all line directions. For any fixed patch,
\begin{equation}
\langle|\cos\theta|\rangle=\frac12\int_0^{\pi}|\cos\theta|\sin\theta\,d\theta
=\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac12 .
\end{equation}
The average number of crossings per length is $1/L$ by definition, and the boundary area in $V$ is $SV$. Hence
\begin{equation}
\frac1L=\frac{S}{2},\qquad S=\frac2L .
\label{eq:S}
\end{equation}
The shape of the grains has not entered; the isotropy of the lines is what fixes the factor 2. Isotropy here means equal line length $\rho V$ for each direction. Equal numbers of full chords through a thin film would give too much weight to the long chords near the film plane, and for columnar grains $SL$ would then fall below 2, towards the in-plane value found in (b). Each boundary is counted once, although it belongs to two grains.

As a numerical check, a periodic box was filled with 150 Voronoi cells. The boundary area was summed from the cell facets, and $L$ was found separately from the crossings of 3000 random lines. The product $SL$ came out as 1.992, which agrees with 2 within the sampling noise of the lines.

\textit{Energy per atom.} Silicon has 8 atoms in a cubic cell of edge $a=0.5431$ nm, so its atomic density is $n=8/a^3=49.94\ \mathrm{nm^{-3}}$. Dividing (\ref{eq:g}) by $n$ and using (\ref{eq:S}) for both structures gives
\begin{equation}
\varepsilon(L_1)=\frac{2\gamma}{n}\left(\frac1L-\frac1{L_1}\right),
\qquad
\varepsilon\equiv\varepsilon(L_1\to\infty)=\frac{2\gamma}{nL}.
\label{eq:eps}
\end{equation}
For the given film,
\begin{align}
S&=\frac{2}{50\ \mathrm{nm}}=0.040\ \mathrm{nm^{-1}},\\
\gamma S&=0.5\ \mathrm{J/m^2}\times 4.0\times10^{7}\ \mathrm{m^{-1}}
=2.0\times10^{7}\ \mathrm{J/m^3},\\
\varepsilon&=\frac{2.0\times10^{7}\ \mathrm{J/m^3}}
{4.994\times10^{28}\ \mathrm{m^{-3}}\times1.602\times10^{-22}\ \mathrm{J/meV}}
=2.5\ \mathrm{meV}.
\end{align}
This is 0.24 kJ/mol. It is the most that the polysilicon boundaries can contribute, since a finite $L_1$ leaves some boundary area behind. With $L_1=200$ nm the factor $1-L/L_1=0.75$ reduces it to 1.9 meV. For $L_1=L$ the drive vanishes, and for $L_1<L$ it opposes the exchange.

\textit{Why the number is small.} The energy is an average over all atoms, while the excess sits at the boundaries. If a boundary is given a width $w=0.5$ nm, the slabs hold a fraction $Sw=2w/L=2\%$ of the atoms, as long as their overlap where boundaries meet is neglected. The excess per atom in a slab is $\gamma/(nw)=125$ meV. The product,
\begin{equation}
\frac{2w}{L}\cdot\frac{\gamma}{nw}=\frac{2\gamma}{nL},
\end{equation}
does not depend on the chosen width and returns $0.02\times125\ \mathrm{meV}=2.5$ meV.

\subsection*{(b) Other meanings of ``50 nm''}

\textit{Columnar grains.} Let all boundaries stand perpendicular to the film, and let the test lines lie in the film plane with random direction. The boundary normals then lie in the same plane as the lines, and the average runs over a plane angle:
\begin{equation}
\langle|\cos\theta|\rangle=\frac1\pi\int_0^{\pi}|\cos\theta|\,d\theta=\frac2\pi .
\end{equation}
With $L$ now the in-plane intercept, $1/L=2S/\pi$, so that
\begin{equation}
S=\frac{\pi}{2L},\qquad \varepsilon_{\rm col}=\frac{\pi\gamma}{2nL}=2.0\ \mathrm{meV}.
\end{equation}
The ratio to the isotropic result is $\pi/4$. A plan-view image of a columnar film calls for this formula.

\textit{Cubic grains.} A cube of edge $d$ has six faces, each shared with a neighbour, so $S=\tfrac12\cdot6d^2/d^3=3/d$. From (\ref{eq:S}), its isotropic intercept is $L=2d/3$, shorter than the edge because many lines cut corners. If 50 nm is the edge, then $\varepsilon=3\gamma/(nd)=3.75$ meV. The definition of the grain size thus changes the answer by half of its value.

\subsection*{(c) The drive as a difference in solubility}

Suppose that the surface of the polysilicon recedes as silicon dissolves, and that it keeps the same average shape while it is far from the lower face of the film. The film is only twice as thick as $L$, so for it this is an approximation. Each volume removed takes with it the boundary area $S$ per volume, so each atom brings, on average, the extra energy $\varepsilon$ into the solution. The mean chemical potential of silicon in the polysilicon is then $\mu_{\rm c}+\varepsilon$, where $\mu_{\rm c}$ is that of a large crystal.

Let the dissolved silicon in the silicide be dilute and non-interacting, with site fraction $x$ and chemical potential $\mu^{\circ}+k_BT\ln x$. Equilibrium with each solid requires
\begin{align}
\mu^{\circ}+k_BT\ln x_{\rm poly}&=\mu_{\rm c}+\varepsilon,\\
\mu^{\circ}+k_BT\ln x_{\rm c}&=\mu_{\rm c}.
\end{align}
Subtracting the second line from the first removes $\mu^\circ$ and $\mu_{\rm c}$:
\begin{equation}
\frac{x_{\rm poly}}{x_{\rm c}}=\exp\!\left(\frac{\varepsilon}{k_BT}\right).
\end{equation}
At 900 K, $k_BT=77.6$ meV, and the exponent is $2.5/77.6=0.032$. Averaged over the surface of the polysilicon, the concentration next to it is higher by about 3.3\%. In a uniform silicide, silicon therefore diffuses from the polysilicon towards the large crystals in this model. Strictly, $\exp(\varepsilon/k_BT)$ is the ratio of silicon activities, and it is a ratio of concentrations only for a simple solute such as interstitial silicon. A real silicide MSi$_q$ is a compound of nearly fixed composition, in which $\mu_{\rm M}+q\mu_{\rm Si}$ is fixed. Excess silicon held as metal vacancies then rises by $\exp(q\varepsilon/k_BT)$, and as silicon on metal sites by $\exp[(q+1)\varepsilon/k_BT]$, which is 6.7\% and 10\% in a disilicide. The same gradient can also be relieved by metal moving the opposite way.

A drive much smaller than $k_BT$ per atom is still effective, because it acts on every atom transferred. Per film area the polysilicon stores $\gamma S h=2.0\times10^7\ \mathrm{J/m^3}\times100\ \mathrm{nm}=2.0\ \mathrm{J/m^2}$, where $h$ is its thickness. The rate is a separate matter: it depends on the solubility and diffusivity of silicon in the silicide, which do not enter $\varepsilon$. The same boundary energy also drives ordinary grain growth within the polysilicon, which lowers the drive that is left for layer inversion.

\subsection*{(d) Smallest crystal that grows}

A silicon crystal inside the silicide gains $g$ per volume but pays $\sigma$ per interface area. Take the crystal to be free of boundaries, so that $g=2\gamma/L$, and neglect any change of other interfaces as the silicide is displaced. For a sphere of radius $R$,
\begin{equation}
\Delta G=4\pi R^2\sigma-\frac{4\pi}{3}R^3g,\qquad
\frac{d\Delta G}{dR}=8\pi R\sigma-4\pi R^2g .
\end{equation}
The derivative is positive for small $R$ and changes sign at
\begin{equation}
R^*=\frac{2\sigma}{g}=\frac{\sigma}{\gamma}L .
\end{equation}
Smaller spheres shrink and larger ones grow. Inserting $R^*$ gives the barrier
\begin{equation}
\Delta G^*=\frac{16\pi\sigma^3}{g^2}-\frac{32\pi\sigma^3}{3g^2}
=\frac{16\pi\sigma^3}{3g^2}.
\end{equation}
Here $\sigma=\gamma$, so $R^*=L=50$ nm. The barrier is 33 keV, or $4\times10^5\,k_BT$. In this model, thermal fluctuations cannot form such a crystal. It would also be 100 nm across, twice the thickness of the silicide, so these numbers describe a sphere in a thicker silicide. In the 50 nm film, even the largest sphere that fits would shrink.

A crystal that already spans the silicide film is better placed. Treat it as an upright cylinder and leave out its end faces. Per height,
\begin{equation}
\Delta G'=2\pi R\sigma-\pi R^2g,\qquad
\frac{d\Delta G'}{dR}=2\pi\sigma-2\pi Rg=0
\;\Rightarrow\; R^*_{\rm cyl}=\frac{\sigma}{g}=25\ \mathrm{nm}.
\end{equation}
With the end faces left out, the sideways growth of such a crystal is downhill once its diameter exceeds $2\sigma/g=50$ nm, which is comparable with the grain size of the polysilicon. The end faces can shift this threshold strongly in a thin film. If they cost a net energy $\Delta\sigma_{\rm e}$ per area of cross-section, $g$ is replaced by $g-\Delta\sigma_{\rm e}/h_{\rm s}$, where $h_{\rm s}=50$ nm is the silicide thickness. A cost of $0.5\ \mathrm{J/m^2}$ then doubles the threshold diameter, and at $1.0\ \mathrm{J/m^2}$ or more the crystal cannot grow sideways. Where the end faces cost little, the estimate suggests that inversion can start from existing silicon grains that reach through the silicide and are wider than the threshold. In a thinner silicide the end faces weigh more, so any net cost there raises the threshold further. The model does not describe how a grain gets there.

\subsection*{(e) Cases and neglected effects}

The table changes one assumption at a time and holds the others at their values in (a). All inputs are rough assumed values.

\begin{center}
\begin{tabular}{lc}
\hline
Case & Energy per atom (meV)\\
\hline
Isotropic $L=50$ nm, no boundaries left & 2.5\\
Columnar grains, in-plane $L=50$ nm & 2.0\\
Regrown silicon with $L_1=200$ nm & 1.9\\
30\% of boundary area are twins & 1.8\\
$\gamma$ lowered by heating to 900 K & 2.2\\
\hline
\end{tabular}
\end{center}

In the twin case, 30\% of the area has only $0.05\ \mathrm{J/m^2}$, and the mean becomes $0.7\times0.5+0.3\times0.05=0.365\ \mathrm{J/m^2}$. In the last case, $0.5\ \mathrm{J/m^2}$ is read as a value at 300 K that falls by $10^{-4}\ \mathrm{J/(m^2\,K)}$, which leaves $0.44\ \mathrm{J/m^2}$ at 900 K.

Other terms add to the balance or subtract from it. Inversion changes which material touches the substrate and which one forms the top surface. If these outer interfaces change by $\Delta\sigma$ in total, the energy per polysilicon atom changes by $\Delta\sigma/(nh)$, which is 0.6 meV for $0.5\ \mathrm{J/m^2}$. Costlier interfaces weaken the drive and cheaper ones strengthen it. This term grows as $1/h$, so thin films are the most sensitive to it. In the model of (a), an increase above the stored $2.0\ \mathrm{J/m^2}$ would make complete inversion of this film unfavourable.

The silicide may coarsen as well. If its intercept rises from 50 to 100 nm, with the same $\gamma$ assumed, its 50 nm film releases
\begin{equation}
2\gamma\left(\frac{1}{50\ \mathrm{nm}}-\frac1{100\ \mathrm{nm}}\right)\times50\ \mathrm{nm}
=0.5\ \mathrm{J/m^2},
\end{equation}
again 0.6 meV per polysilicon atom. It counts towards inversion only so far as the silicide could not have coarsened in place.

Strain in the polysilicon is a minor term at moderate stress, but it grows as the square of the stress. For an equal biaxial stress $\tau$ in the film plane, Hooke's law gives the strain $\tau(1-\nu)/E$ along each of the two axes, and the energy density is
\begin{equation}
u=\frac12\cdot2\cdot\tau\cdot\frac{\tau(1-\nu)}{E}=\frac{\tau^2(1-\nu)}{E}.
\end{equation}
With $\tau=0.3$ GPa, Young's modulus $E=160$ GPa and Poisson's ratio $\nu=0.22$, this is 0.05 meV per atom, released in full only if the regrown silicon is free of stress. With single-crystal elastic constants the value lies between 0.05 and 0.06 meV, depending on the texture of the film. Strain energy in the silicide is not estimated here. This small number is only the stored energy. Locally, stress acts linearly: adding an atom at a face under a normal pressure $p$ costs the work $p/n$, so a pressure at the growing face that exceeds the one at the dissolving face by $g=20$ MPa cancels the whole drive $\varepsilon$, and 0.3 GPa corresponds to about 37 meV. Parts (c) and (d) therefore assume that the silicide moves aside without building up such a difference. Thermal expansion lowers $n$ and adds about 0.02 meV, if $L$ is taken as the value at the anneal temperature. Dislocations and other defects inside the grains, and any redistribution of dopants, are not included here; in a defective or heavily doped film they can matter as well.

\textit{Comparison with a real film.} The parameters are meant for a silicided polysilicon gate film. The thicknesses, the grain size and the temperature are rough values for that case; the boundary and interface energies are plausible in size but are not measurements on such a film. A single boundary energy in an isotropic structure is also an idealization, since deposited polysilicon can be columnar and contain many twins. If the columnar form, the twin share and the ratio $L_1/L=4$ apply together, with the same columnar form and twin share before and after and both intercepts measured in the film plane, their factors multiply:
\begin{equation}
2.5\ \mathrm{meV}\times\frac{\pi}{4}\times0.73\times0.75\approx1.1\ \mathrm{meV}.
\end{equation}
These three changes together lower the estimate of 2.5 meV by a factor of about 2.3. Errors in the assumed $\gamma$ and $L$ come on top, since the energy is proportional to $\gamma/L$, and the outer interfaces can shift it in either direction. The numerical output lists the main inputs and results.

\section*{Numbers as computed}
\begin{verbatim}
Input: boundary energy = 0.50 J/m2
Input: mean intercept = 50 nm
Input: polysilicon thickness = 100 nm
Input: silicide thickness = 50 nm
Input: anneal temperature = 900 K
Silicon lattice parameter = 0.5431 nm
Silicon atomic density = 49.94 nm^-3
Counted atomic density = 49.96 nm^-3
Voronoi S*L, equiaxed (theory 2) = 1.992
Voronoi S*L, columnar (theory 1.571) = 1.576
Boundary area per volume = 0.0400 nm^-1
Boundary energy per volume = 2.000e+07 J/m3
RESULT: energy per Si atom = 2.500 meV
RESULT converted = 0.241 kJ/mol
Same from Voronoi polycrystal = 2.49 meV
Stored energy per film area = 2.00 J/m2
Input: boundary slab width = 0.50 nm
Atoms in boundary slabs = 2.00 %
Same, sampled = 1.93 %
Excess per boundary atom = 125 meV
Thermal energy kT = 77.6 meV
Solubility excess = 3.28 %
Same, minimised = 3.27 %
Input: Si-silicide interface energy = 0.50 J/m2
Threshold radius, sphere = 50.0 nm
Threshold radius, cylinder = 25.0 nm
Spherical barrier = 32.7 keV
Spherical barrier / kT = 4.21e+05
If 50 nm were a cube edge: 3.75 meV
Columnar grains, in-plane intercept: 1.96 meV
Input: regrown intercept = 200 nm
Drive with finite regrown grains = 1.87 meV
Input: twin share of area = 30 %
Input: twin energy = 0.05 J/m2
Energy with twins = 1.82 meV
Input: fall of gamma = 1.0e-04 J/(m2 K)
Input: heating above 300 K = 600 K
Energy with gamma at anneal = 2.20 meV
Input: outer interface change = +/-0.50 J/m2
Outer interface effect = +/-0.62 meV
Input: silicide intercept, start = 50 nm
Input: silicide intercept, end = 100 nm
Silicide grain growth adds = 0.62 meV
Input: biaxial film stress = 0.30 GPa
Input: Young modulus = 160 GPa
Input: Poisson ratio = 0.22
Film strain energy = 0.055 meV
Input: linear expansion = 4.0e-06 1/K
Density change at anneal adds = 0.018 meV
\end{verbatim}
